# Born charges and dynamical quadrupoles from the long-wavelength charge response of insulators, part 2

Displacing atoms in an insulating crystal induces charge, whose long-range potential is not smooth near wavevector $q=0$. The remedy is to expand the charge response with the macroscopic field switched off, then restore the field analytically. Nuclei are clamped, electrons follow adiabatically in a mean-field theory with time-reversal symmetry, and the response is linear.

Sublattice $\kappa$, with atoms at $R_l+\tau_\kappa$, is displaced along $\beta$ by $u\,e^{iq\cdot(R_l+\tau_\kappa)}$. Greek indices are Cartesian and are summed when repeated. $G$ is a reciprocal-lattice vector and $\Omega$ the cell volume. Charge is in units of $e>0$, so an electron has charge $-1$.

"Zero macroscopic field" means that the $G=0$ Coulomb term is dropped for ions and electrons together, while the local fields, $G\neq0$, are kept. The cell-averaged charge per unit displacement is then $\bar\rho=f(q)/\Omega$, with

$$f_{\kappa\beta}(q)=-iq_\alpha Z_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q^{\alpha\gamma}_{\kappa\beta}+O(q^3).\tag{15}$$

$Z$ is the Born charge and $Q$, the dynamical quadrupole, is the second moment of the induced charge about the atom. $Q$ vanishes if the atom is an inversion centre. The Born charges sum to zero over the cell. In a longitudinal problem the clamped-ion piezoelectric response, the zero-field polarization per unit displacement gradient, is $e=-\sum_\kappa Q_\kappa/(2\Omega)$.

The electronic response follows from

$$\chi^0_{GG'}=\frac{4}{N_k\Omega}\sum_{k,v,c}\frac{M_{vc}(G)\,M_{vc}(G')^*}{\varepsilon_{vk}-\varepsilon_{c,k+q}},\tag{4}$$

$$M_{vc}(G)=\langle vk|e^{-i(q+G)\cdot r}|c,k+q\rangle .$$

$$w_G=-\frac{i}{\Omega}(q+G)_\beta\,v_\kappa(q+G)\,e^{-iG\cdot\tau_\kappa}.\tag{5}$$

$$n=\bar\chi\,w,\qquad \bar\chi=(1-\chi^0\bar K)^{-1}\chi^0.\tag{6}$$

Here $v$ and $c$ label filled and empty bands, $N_k$ is the number of $k$ points, $w$ is the change of the ionic potential energy $v_\kappa$ per unit $u$, $n$ is the induced electron density, and $\bar K$ is the electron interaction without its $G=0$ Coulomb element. In (6) $\bar\chi$ is a matrix; from here on, $\bar\chi$ without indices means its element $G=G'=0$.

### Restoring the macroscopic field

Let $v(q)=e^2/(\epsilon_0q^2)$ be the Coulomb kernel and $\rho_t$ the total average charge when the field is present. The macroscopic potential energy of an electron is $-v\rho_t$. It changes the electron density by $-\bar\chi v\rho_t$, and the charge by $+\bar\chi v\rho_t$. Therefore $\rho_t=\bar\rho+\bar\chi v\rho_t$, or

$$\rho_t=\frac{\bar\rho}{\epsilon(q)},\qquad\epsilon(q)=1-v(q)\bar\chi(q).\tag{16}$$

The response $\bar\chi$ is negative, so $\epsilon>1$. Both of its outer matrix elements vanish as $q$, by orthogonality of filled and empty states, so $\bar\chi\propto q^2$ and $\epsilon$ has a finite limit. With time-reversal symmetry $\bar\chi$ is even in $q$, and

$$q^2\epsilon(q)=q_\alpha\epsilon^\infty_{\alpha\gamma}q_\gamma+O(q^4),$$

where $\epsilon^\infty$ is the electronic permittivity. The macroscopic electrostatic potential energy of an electron is

$$W(q)=-\frac{e^2u}{\epsilon_0\Omega}\,\frac{-iq_\alpha Z_{\alpha\beta}-\frac12q_\alpha q_\gamma Q^{\alpha\gamma}_\beta}{q_\mu\epsilon^\infty_{\mu\nu}q_\nu}+O(q).\tag{17}$$

The first term is of order $1/q$, the second of order one. In three dimensions both generally depend on the direction of $q$. The non-smooth behaviour sits in the denominator, and the numerator is a polynomial.

Two points matter for an electron–phonon code. First, the macroscopic field also induces local potentials at $G\neq0$. They are smaller than $W$ by one power of $q$, so those driven by the dipole term are of order one, like the quadrupole term. Matrix elements accurate to that order need them too, together with the first-order change of the Bloch overlap. Second, when (17) is multiplied by a filter that confines it to small $q$, the filter should depend on $q_\mu\epsilon^\infty_{\mu\nu}q_\nu$, for example as a Gaussian in its square root. Expanding the filter then cancels the denominator, so the difference between the terms written in (17) and their filtered form is smooth. A filter that depends on $|q|$ alone would in general leave a direction-dependent term of order $q$ from the dipoles.

### How much the cut-off rule matters

Suppose the macroscopic kernel is not removed completely and a constant $c$ remains at $q=0$. The argument that led to (16) gives a modified response $f_c=f/(1-c\bar\chi)$. Since $\bar\chi\propto q^2$ and $f\propto q$, the change first appears at $q^3$. Hence $Z$ and $Q$ do not depend on $c$.

The third moment does. In one direction write the next term of (15) as $+iq^3O/6$, where $O$ is the octupole, and set $c=e^2\ell^2/\epsilon_0$ with a length $\ell$. From (16), $c\bar\chi=-(\epsilon-1)q^2\ell^2$. Then

$$f_c=-iqZ\,[1-(\epsilon-1)q^2\ell^2]+\dots\quad\Rightarrow\quad\Delta O=6Z(\epsilon-1)\ell^2.\tag{18}$$

No physical potential is changed. The restored kernel is now $v-c$, the modified response is $\bar\chi_c=\bar\chi/(1-c\bar\chi)$, and

$$\epsilon_c=1-(v-c)\bar\chi_c=\frac{1-v\bar\chi}{1-c\bar\chi}=\frac{\epsilon}{1-c\bar\chi}.$$

Thus $f_c/\epsilon_c=f/\epsilon$. From the octupole onward, the moments and the wavevector dependence of $\epsilon(q)$ must come from the same rule.

### Extracting the tensors

For $q$ of length $t$ along axis $\alpha$, the odd and even parts of (15) give

$$Z_{\alpha\beta}\simeq-\frac{\operatorname{Im}f}{t},\qquad Q^{\alpha\alpha}_\beta\simeq-\frac{2\operatorname{Re}f}{t^2}.\tag{19}$$

Both estimates have errors of order $t^2$. If $D(t)=D_0+at^2+\dots$, then $[4D(t)-D(2t)]/3$ removes $a$, because $4t^2-(2t)^2=0$. For an off-diagonal element, take $q=t(\hat\alpha+\hat\gamma)$. Then $-2\operatorname{Re}f/t^2=Q^{\alpha\alpha}+Q^{\gamma\gamma}+2Q^{\alpha\gamma}$. Subtracting the diagonal elements and halving the rest gives $Q^{\alpha\gamma}$.

### A layered model

The example is a stack of planes that are uniform in the lateral directions. All moments are then longitudinal numbers. The round parameters aim at the rough regime of a wide-gap gate oxide. The ion positions are chosen, not relaxed. Forces of about 13 eV/nm act on the ions, so the ions would not vibrate about these positions. At zero macroscopic field the energy also curves downward, by about $-320$ eV/nm², when one sublattice is shifted uniformly against the other. In a long wave along the stack the macroscopic field adds $e^2Z^2/(\epsilon_0\Omega\epsilon^\infty)$ and makes the curvature positive, about $+540$ eV/nm². The waves below are imposed displacements, not phonons of the model. The charge moments are still well defined, because they describe the charge induced by a given displacement.

- The period is $L=0.25$ nm and the lateral cell area is $0.05$ nm², so $\Omega=0.0125$ nm³.
- Ion A is at 0 and ion B at $0.4L=0.1$ nm. Neither is an inversion centre.
- Each ion has charge $+1$, spread as a Gaussian of standard deviation 0.03 nm. Two electrons per cell make the crystal neutral.
- Ion B also attracts electrons through a Gaussian well of depth 20 eV and standard deviation 0.045 nm.

Electrons move along the stack with the free-electron mass and interact through the self-consistent Hartree potential. The equations were solved with 13 plane waves and 24 $k$ points, and the response from (4)–(6). Wavevectors of about 0.094 and 0.189 nm⁻¹ were used in (19). Going to 19 plane waves, 36 $k$ points and a finer grid changes $Z$ by about $10^{-8}\,e$ and $Q$ by about $4\times10^{-8}\,e$ nm, so numerical error is negligible beside the approximations of the model.

The gap is 7.0 eV and the electronic permittivity is 3.45. The moments are:

| Ion | $Z$ ($e$) | $Q$ ($e$ nm) | $O$ ($e$ nm²) |
|---|---:|---:|---:|
| A | 1.434 | −0.0374 | 0.0299 |
| B | −1.434 | 0.0097 | −0.0901 |

The Born charge of A exceeds its ionic charge of 1, so the electrons do not merely stay behind when A moves: they shift the other way and add 0.434 $e$ to the moving dipole. When B moves by $u$, the two electrons contribute $-2.434\,eu$, more than if they followed B rigidly.

### The same moments by other routes

The Born charge can be found without any wave. The centre of the filled band follows from the Berry phase,

$$\bar x=-\frac{L}{2\pi}\operatorname{Im}\ln\prod_k\langle u_k|u_{k+\Delta k}\rangle,$$

and the cell dipole is the sum of ion positions minus $2\bar x$. Displacing one sublattice by ±0.53 pm, with the density made self-consistent each time, gives $Z=\pm1.43355\,e$, against $\pm1.43356\,e$ from the wave response.

For the quadrupole sum, the crystal was strained by ±0.2 % along the stack at fixed lateral area and fixed reduced positions. The derivative of the Berry-phase polarization gives $\sum Q=-0.027704\,e$ nm. Adding the two quadrupoles from the wave response gives the same number to the digits shown. In device units,

$$e=\frac{0.0277\ e\,\text{nm}}{2\times0.0125\ \text{nm}^3}=1.108\ e/\text{nm}^2=17.8\ \mu\text{C/cm}^2 .$$

Individual quadrupoles can be obtained by moving one plane in a supercell with the full Coulomb interaction. The charge components at the supercell wavevectors are multiplied by $\epsilon(q)$ to remove the field and then extrapolated to $q=0$ with three terms in $q^2$. With 24 cells the quadrupoles agree with the table to its digits.

With this extrapolation the supercell must be long. At the three lowest wavevectors of an 8-cell supercell (3.1, 6.3 and 9.4 nm⁻¹), extrapolation of the linear response alone misses $Z$ by $0.023\,e$, or 1.6 %. With 24 cells the wavevectors are three times smaller and the error is $1.1\times10^{-4}\,e$. The density response was the same in both cases, so the difference is due to truncation of the series.

The cut-off rule behaves as (18) predicts. For $\ell=0.0529$ nm the formula gives

$$\Delta O_A=6\times1.434\times2.448\times(0.0529)^2=0.059\ e\,\text{nm}^2 .$$

The computed octupole of A rises from 0.0299 to 0.0888 $e$ nm², a change of 0.059.

### Potential of a 5 nm wave

Take a displacement amplitude $u=1$ pm and a wavelength of 5 nm, so $q=2\pi/5=1.257$ nm⁻¹. The constant $e^2/\epsilon_0$ is 18.10 eV nm. If only sublattice B moves, the dipole part of (17) has the amplitude

$$\frac{e^2u|Z_B|}{\epsilon_0\Omega q\epsilon^\infty}=\frac{18.10\times0.001\times1.434}{0.0125\times1.257\times3.448}\ \text{eV}=479\ \text{meV}.$$

The field amplitude, $q$ times this potential, is 0.60 V/nm or 6 MV/cm, comparable to the breakdown strength of a real gate oxide. The amplitude of 1 pm serves only as a unit, and all potentials below scale linearly with $u$. The quadrupole part is

$$\frac{e^2u|Q_B|}{2\epsilon_0\Omega\epsilon^\infty}=\frac{18.10\times0.001\times0.00967}{2\times0.0125\times3.448}\ \text{eV}=2.0\ \text{meV}.$$

The factor $i$ in (17) puts the two a quarter period apart, so their amplitudes add in quadrature. The quadrupole raises the total by only about 0.004 meV. The full linear response gives 478.2 meV, 0.16 % below the dipole value.

That small difference hides a cancellation. The octupole changes the effective dipole from $Z$ to $Z-q^2O/6$. For B this is $-1.434+0.024=-1.410\,e$, a reduction of 1.7 %. Most of it is offset by the wavevector dependence of $\epsilon(q)$, which falls from 3.45 at $q=0$ to 3.40 here and so raises the potential by about 1.5 %. Higher moments contribute much less. Adding the octupole while keeping $\epsilon$ constant would therefore make this result worse. The near-cancellation is particular to B. If only A moves, the octupole lowers the effective dipole by only 0.5 %, and the full response lies 1.0 % above the dipole value. The local potentials that the macroscopic field induces at $G=\pm2\pi/L$ are not contained in $W$. For the wave of B their amplitudes are about 10 meV, five times the quadrupole part.

If both sublattices move together, the dipoles cancel and a dipole-only formula gives zero. The quadrupole formula gives

$$\frac{18.10\times0.001\times0.0277}{2\times0.0125\times3.448}\ \text{eV}=5.8\ \text{meV},$$

whereas the full linear response gives 7.8 meV. The quadrupole term is thus 26 % below the full value at this wavelength. The octupole accounts for most of the gap. Its amplitude relative to the quadrupole term is

$$\frac{q\,|\sum O|}{3\,|\sum Q|}=\frac{1.257\times0.0602}{3\times0.0277}=0.91 .$$

Addition in quadrature gives $5.82\sqrt{1+0.91^2}=7.87$ meV, close to the full result. This estimate keeps $\epsilon$ constant and omits higher moments. The case of one moving sublattice shows that such corrections can exceed one percent at this wavevector, so the closeness may owe something to cancellation. Here the sum of octupoles is insensitive to the cut-off rule, because (18) is proportional to $Z$ and the Born charges cancel. The ratio is proportional to $q$. At a wavelength of 50 nm it is 0.09, and the octupole alone then raises the amplitude by about 0.4 %. For this model, the quadrupole formula for sublattices moving rigidly together thus needs a longer wavelength than the dipole formula for one moving sublattice. In a real acoustic wave the sublattices generally also shift against each other by an amount proportional to $q$. The Born charges turn this shift into a potential of the same order as the quadrupole term, and it must be added.

### What the model leaves out

Adding local exchange, at the same geometry, lowers the permittivity from 3.45 to 2.70 and changes $Z_B$ by 0.5 %. The quadrupoles are more sensitive: $Q_A$ goes from −0.037 to −0.043 $e$ nm, and $Q_B$ doubles from 0.010 to 0.020 $e$ nm. In this model a Born charge that is stable against the functional does not guarantee a stable quadrupole.

A static shift of B by 5 pm, in the Hartree model, changes $Z_B$ from −1.43 to −1.51 $e$ and $Q_B$ from 0.0097 to 0.0080 $e$ nm. These are changes of 5 % and 17 %, and they indicate the size of the nonlinearity that linear response omits.

Lateral structure is a large omission. If electrons could move freely along the uniform planes, their lateral kinetic energy would take every value from zero upwards, no gap would remain, and the model would be a metal. It is an insulator only because lateral motion is left out. A free electron at the edge of a lateral zone of width set by the 0.05 nm² cell has a kinetic energy of 7.5 eV, as large as the gap. Lateral motion and lateral local fields cannot be treated as small corrections, and correlation is absent as well. The numbers illustrate the expansion and do not predict a material.

### Beside a real gate oxide

Hafnium dioxide has, roughly, a gap of 6 eV and an electronic permittivity between 4 and 5, so the model's 7.0 eV and 3.45 are of the right size. The model's Born charges do not match those of the oxide: calculated values for hafnium are roughly $5\,e$, against 1.4 here. The common monoclinic phase is centrosymmetric, so its quadrupoles sum to zero over the cell, although single atoms can have them. The model's piezoelectric potential has no counterpart there.

Real gate stacks also break the assumption of an unbounded crystal. Consider a film of thickness $d$ between two metal electrodes, with uniform isotropic permittivity, and a longitudinal wave running along the film. With the bulk charge amplitude unchanged, the potential obeys $\phi''-q^2\phi=-q^2\phi_{\rm bulk}$ across the film and vanishes at both electrodes. At mid-film the solution is

$$\phi=\phi_{\rm bulk}\Big[1-\frac1{\cosh(qd/2)}\Big].$$

For $d=2$ nm and $q=1.257$ nm⁻¹ the bracket is 0.47: the electrodes remove about half of the bulk potential at mid-film, and more of it closer to the electrodes. A field of 5 MV/cm across the oxide, close to the breakdown strength of many hafnium dioxide films, adds a drop of 0.125 eV per period of the model. This is small beside the 7.0 eV gap, but the field displaces the ions and also polarizes the electrons at fixed ions. Both effects change the moments, which should then be computed at the displaced geometry with the field present. The bulk values of $Z$ and $Q$ remain useful input for a film if its interior is bulk-like, while the denominator of (17) must be replaced by the electrostatics of the actual stack.
